# Fermi-Level Dependence of a Triply Negative Vacancy Density at 1300 K: verification in Python

```python
# Result under test: at fixed temperature T, fixed atomic chemical potentials
# and fixed defect energies, raising the Fermi level by d multiplies the density
# of dilute, non-interacting, triply negative vacancies by exp(3 d / kT),
# which is about 14.6 for d = 0.1 eV and T = 1300 K.
# Symbols: kT thermal energy (eV); fermi = Fermi level above the valence edge (eV);
# w = statistical weight of a vacancy charge state relative to an occupied site;
# n, p = electron and hole densities; all densities are in cm^-3.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

k_ev = const.k / const.e
T = 1300.0
kT = k_ev * T
shift = 0.1
factor = math.exp(3 * shift / kT)
assert abs(factor - 14.6) < 0.05

# Model parameters (round values, rough regime of nitride vapour-phase epitaxy)
gap = 2.8
mass_e, mass_h = 0.2, 1.5
eps_r = 9.0
sites = 4.4e22
neutral_energy = 4.95
levels = np.array([0.7, 1.2, 1.7])
charges = np.arange(4)                      # number of captured electrons
bare = neutral_energy + np.concatenate(([0.0], np.cumsum(levels)))
fermi_1 = gap - 0.65
fermi_2 = fermi_1 + shift


def weights(fermi, energies, degeneracy=np.ones(4)):
    return degeneracy * np.exp(-(energies - charges * fermi) / kT)


def vacancy_densities(fermi, degeneracy=np.ones(4)):
    w = weights(fermi, bare, degeneracy)
    return sites * w / (1 + w.sum())


# Test: closed box with a fixed number of electrons; exact fermion counting.
# A triply negative vacancy takes three electrons out of the box levels.
box_levels = (np.arange(3000) + 0.5) / 3000.0


def box_number(mu):
    return expit((mu - box_levels) / kT).sum()


electrons_1 = 400
mu_1 = brentq(lambda m: box_number(m) - (electrons_1 - 1.5), -2, 2)
electrons_2 = int(round(box_number(mu_1 + shift) + 1.5))
mu_2 = brentq(lambda m: box_number(m) - (electrons_2 - 1.5), -2, 2)
log_z = np.full(electrons_2 + 1, -np.inf)
log_z[0] = 0.0
for level in box_levels:
    log_z[1:] = np.logaddexp(log_z[1:], log_z[:-1] - level / kT)
gain_1 = log_z[electrons_1 - 3] - log_z[electrons_1]
gain_2 = log_z[electrons_2 - 3] - log_z[electrons_2]
box_factor = math.exp(gain_2 - gain_1)
box_shift = mu_2 - mu_1
# tolerance: finite-reservoir corrections of order 1/(number of electrons)
assert abs(box_factor / math.exp(3 * box_shift / kT) - 1) < 4e-3
box_cube = (electrons_2 / electrons_1) ** 3
assert box_cube < 0.5 * box_factor          # the n^3 law fails when degenerate

# Test: enumerate all occupations of a small lattice, with low energies so that
# site saturation matters, and compare with the single-site formula.
small = 20
test_energies = bare - 1.7


def enumerated_fraction(fermi):
    total = weighted = 0.0
    energy = test_energies - charges * fermi
    for a in range(small + 1):
        for b in range(small + 1 - a):
            for c in range(small + 1 - a - b):
                for d in range(small + 1 - a - b - c):
                    ways = (math.comb(small, a) * math.comb(small - a, b)
                            * math.comb(small - a - b, c)
                            * math.comb(small - a - b - c, d))
                    cost = (a * energy[0] + b * energy[1]
                            + c * energy[2] + d * energy[3])
                    term = ways * math.exp(-cost / kT)
                    total += term
                    weighted += d * term
    return weighted / total / small


fractions = []
for fermi in (fermi_1, fermi_2):
    w = weights(fermi, test_energies)
    fractions.append(enumerated_fraction(fermi))
    assert abs(fractions[-1] / (w[3] / (1 + w.sum())) - 1) < 1e-9
crowded_factor = fractions[1] / fractions[0]
assert crowded_factor < 0.9 * factor        # saturation lowers the factor

# Electron density: quadrature over a parabolic band against the Boltzmann law
def effective_density(mass):
    m = mass * const.m_e
    return 2 * (2 * math.pi * m * const.k * T / const.h**2) ** 1.5 * 1e-6


def band_density(fermi):
    m = mass_e * const.m_e
    prefactor = (2 * m * const.k * T / const.hbar**2) ** 1.5 / (2 * math.pi**2)
    eta = (fermi - gap) / kT
    # x = s^2 removes the square-root endpoint
    integral = quad(lambda s: 2 * s * s * expit(eta - s * s), 0, 8)[0]
    return prefactor * integral * 1e-6


n_c, n_v = effective_density(mass_e), effective_density(mass_h)
n_1, n_2 = band_density(fermi_1), band_density(fermi_2)
boltzmann_2 = n_c * math.exp((fermi_2 - gap) / kT)
assert abs(boltzmann_2 / n_2 - 1) < 0.01    # small remaining degeneracy
assert abs((n_2 / n_1) ** 3 / factor - 1) < 0.01
p_1, p_2 = (n_v * math.exp(-f / kT) for f in (fermi_1, fermi_2))

# Vacancies and the donor density required by charge neutrality
v_1, v_2 = vacancy_densities(fermi_1), vacancy_densities(fermi_2)
model_factor = v_2[3] / v_1[3]
assert abs(model_factor / factor - 1) < 1e-5
total_factor = v_2.sum() / v_1.sum()
shell = np.array([math.comb(6, 3 - q) for q in charges], dtype=float)
total_factor_shell = (vacancy_densities(fermi_2, shell).sum()
                      / vacancy_densities(fermi_1, shell).sum())
assert total_factor_shell < total_factor < factor
donors_1 = n_1 - p_1 + (charges * v_1).sum()
donors_2 = n_2 - p_2 + (charges * v_2).sum()
share_1, share_2 = 3 * v_1[3] / donors_1, 3 * v_2[3] / donors_2

# Test of the screening energy z^2/2 (unit: e^2/(4 pi eps L)): solve the linear
# screened Poisson equation for r*potential and integrate over the charge.
h, points = 0.005, 4000
bands = np.zeros((3, points))
bands[0, 1:] = bands[2, :-1] = 1 / h**2
bands[1] = -2 / h**2 - 1
charge_steps = np.linspace(0, 3, 7)
cloud_potential = []
for z in charge_steps:
    source = np.zeros(points)
    source[0] = -z / h**2
    u = solve_banded((1, 1), bands, source)
    cloud_potential.append((-3 * z + 4 * u[0] - u[1]) / (2 * h))
numeric_energy = trapezoid(cloud_potential, charge_steps)
assert abs(numeric_energy / (-9 / 2) - 1) < 1e-4

coulomb = const.e / (4 * math.pi * const.epsilon_0 * eps_r) * 1e9   # eV nm


def screening(strength):
    # strength = sum of (charge number)^2 * density of the screening charges
    length = math.sqrt(kT / (4 * math.pi * coulomb * strength * 1e-21))
    return length, 9 * coulomb / (2 * length)


all_1 = n_1 + p_1 + donors_1 + (charges**2 * v_1).sum()
all_2 = n_2 + p_2 + donors_2 + (charges**2 * v_2).sum()
length_1, lowering_1 = screening(all_1)
length_2, lowering_2 = screening(all_2)
factor_all = factor * math.exp((lowering_2 - lowering_1) / kT)
factor_electrons = factor * math.exp(
    (screening(n_2)[1] - screening(n_1)[1]) / kT)
assert factor_all > factor_electrons > factor

# Donor-vacancy pairs: the counting prefactor from explicit combinatorics
neighbours, binding = 12, 1.0
lattice, donors_count = 200000, 20
counted = (neighbours * math.comb(lattice - neighbours, donors_count - 1)
           / math.comb(lattice - neighbours, donors_count))
assert abs(counted / (neighbours * donors_count / lattice) - 1) < 1e-3
pair_1, pair_2 = (neighbours * d / sites * math.exp(binding / kT)
                  for d in (donors_1, donors_2))

print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Fermi-level shift: {shift:.2f} eV")
print(f"Exponent 3*shift/kT: {3 * shift / kT:.4f}")
print(f"Ideal factor for the 3- vacancy: {factor:.3f}")
print(f"Factor for one electron, exp(shift/kT): {math.exp(shift / kT):.4f}")
print(f"Closed box: electrons {electrons_1} and {electrons_2}")
print(f"Closed box: Fermi-level shift {box_shift:.5f} eV")
print(f"Closed box: counted factor {box_factor:.3f}")
print(f"Closed box: exp(3*shift/kT) {math.exp(3 * box_shift / kT):.3f}")
print(f"Closed box: cube of electron ratio {box_cube:.3f}")
print(f"Crowded lattice: 3- site fractions {fractions[0]:.4f}, {fractions[1]:.4f}")
print(f"Crowded lattice: factor {crowded_factor:.3f}")
print(f"Gap: {gap:.2f} eV; relative permittivity: {eps_r:.1f}")
print(f"Electron, hole masses: {mass_e:.1f}, {mass_h:.1f} free masses")
print(f"Vacancy sites: {sites:.2e} cm^-3")
print(f"Neutral formation energy: {neutral_energy:.2f} eV")
print("Acceptor levels: " + ", ".join(f"{x:.1f}" for x in levels) + " eV")
print(f"Fermi level before, after: {fermi_1:.2f}, {fermi_2:.2f} eV")
print(f"3- formation energy before, after: {bare[3] - 3 * fermi_1:.2f}, "
      f"{bare[3] - 3 * fermi_2:.2f} eV")
print(f"3- density before, after: {v_1[3]:.3e}, {v_2[3]:.3e} cm^-3")
print(f"2- density before, after: {v_1[2]:.3e}, {v_2[2]:.3e} cm^-3")
print(f"Conduction-band effective density: {n_c:.3e} cm^-3")
print(f"Electron density before, after: {n_1:.3e}, {n_2:.3e} cm^-3")
print(f"Hole density before, after: {p_1:.2e}, {p_2:.2e} cm^-3")
print(f"Electron ratio and its cube: {n_2 / n_1:.4f}, {(n_2 / n_1)**3:.3f}")
print(f"Donors needed before, after: {donors_1:.3e}, {donors_2:.3e} cm^-3")
print(f"Donor ratio: {donors_2 / donors_1:.3f}")
print(f"Donor share taken by 3-: {100 * share_1:.2f}, {100 * share_2:.2f} %")
print(f"Factor for all charge states, g=1: {total_factor:.3f}")
print(f"Same, sixfold-shell degeneracies: {total_factor_shell:.3f}")
print(f"Relative loss by site saturation: {1 - model_factor / factor:.1e}")
print(f"Boltzmann excess in n after shift: {100 * (boltzmann_2 / n_2 - 1):.2f} %")
print(f"Screening length, all charges: {length_1:.1f}, {length_2:.1f} nm")
print(f"3- energy lowering by screening: {lowering_1:.4f}, {lowering_2:.4f} eV")
print(f"Factor with electron screening only: {factor_electrons:.2f}")
print(f"Factor with screening by all charges: {factor_all:.2f}")
print(f"Distance where 3- attraction equals kT: {3 * coulomb / kT:.2f} nm")
print(f"Pair binding energy (rough): {binding:.1f} eV; neighbours: {neighbours}")
print(f"Pairs per isolated 3- before, after: {pair_1:.3f}, {pair_2:.3f}")
print(f"Factor at 1290 K: {math.exp(0.3 / (k_ev * 1290)):.3f}")
print(f"Factor at 1310 K: {math.exp(0.3 / (k_ev * 1310)):.3f}")
print(f"Factor for a shift of 0.11 eV: {math.exp(0.33 / kT):.3f}")
print(f"Formula at 300 K (not reached, frozen): {math.exp(0.3 / (k_ev * 300)):.2e}")
print("all good")
```

Running it gives:

```
Temperature: 1300 K
Thermal energy kT: 0.11203 eV
Fermi-level shift: 0.10 eV
Exponent 3*shift/kT: 2.6780
Ideal factor for the 3- vacancy: 14.555
Factor for one electron, exp(shift/kT): 2.4416
Closed box: electrons 400 and 633
Closed box: Fermi-level shift 0.09999 eV
Closed box: counted factor 14.535
Closed box: exp(3*shift/kT) 14.552
Closed box: cube of electron ratio 3.963
Crowded lattice: 3- site fractions 0.0274, 0.2899
Crowded lattice: factor 10.599
Gap: 2.80 eV; relative permittivity: 9.0
Electron, hole masses: 0.2, 1.5 free masses
Vacancy sites: 4.40e+22 cm^-3
Neutral formation energy: 4.95 eV
Acceptor levels: 0.7, 1.2, 1.7 eV
Fermi level before, after: 2.15, 2.25 eV
3- formation energy before, after: 2.10, 1.80 eV
3- density before, after: 3.179e+14, 4.627e+15 cm^-3
2- density before, after: 5.724e+12, 3.413e+13 cm^-3
Conduction-band effective density: 2.025e+19 cm^-3
Electron density before, after: 6.109e+16, 1.489e+17 cm^-3
Hole density before, after: 1.92e+12, 7.87e+11 cm^-3
Electron ratio and its cube: 2.4379, 14.489
Donors needed before, after: 6.206e+16, 1.629e+17 cm^-3
Donor ratio: 2.625
Donor share taken by 3-: 1.54, 8.52 %
Factor for all charge states, g=1: 14.403
Same, sixfold-shell degeneracies: 13.717
Relative loss by site saturation: 9.9e-08
Boltzmann excess in n after shift: 0.26 %
Screening length, all charges: 21.0, 12.6 nm
3- energy lowering by screening: 0.0342, 0.0574 eV
Factor with electron screening only: 16.40
Factor with screening by all charges: 17.89
Distance where 3- attraction equals kT: 4.28 nm
Pair binding energy (rough): 1.0 eV; neighbours: 12
Pairs per isolated 3- before, after: 0.127, 0.334
Factor at 1290 K: 14.861
Factor at 1310 K: 14.261
Factor for a shift of 0.11 eV: 19.025
Formula at 300 K (not reached, frozen): 1.10e+05
all good
```
